# Heat Conduction by Laminar Counterflow of Superfluid Helium in a Slit

## A nearly stationary superfluid

Consider helium II, the superfluid phase of liquid helium, between two parallel plates a distance $d$ apart. Let it be cold enough that only a small fraction of its density belongs to the normal fluid. The ends of the slit are at slightly different temperatures, and no net mass passes through. The normal fluid drifts from hot to cold, and a very slow return motion of the abundant superfluid balances its mass. The superfluid is then almost at rest.

Three facts give the heat current. A superfluid at rest needs a pressure difference $\rho s\,\Delta T$ to balance a temperature difference $\Delta T$, where $\rho$ is the total density and $s$ the entropy per unit mass of liquid. This pressure drives the normal fluid as an ordinary viscous liquid, with mean speed $d^2/(12\eta)$ times the pressure gradient, $\eta$ being its viscosity. The normal fluid carries all the entropy, so it transports heat $\rho sT$ per unit volume. The product is

$$k_{\rm eff}=\frac{(\rho s)^2Td^2}{12\eta}. \tag{1}$$

One factor $\rho s$ comes from the driving pressure and the other from the heat carried. The derivation below establishes the three facts and shows that the normal fraction need not be small.

## Assumptions and conventions

Let $x$ run along the slit from the hot end to the cold end, and let $y$ run from one plate at $y=0$ to the other at $y=d$. A prime on $T$, $p$ or $\mu$ means $d/dx$, so $T'<0$. The length $L$ and breadth $W$ are much larger than $d$, and the plates are thermally insulating. The normal and superfluid densities satisfy $\rho_n+\rho_s=\rho$, and their velocities are $v_n$ and $v_s$. Angle brackets denote an average over $y$.

The flow is steady, laminar and of first order in $T'$. There are no quantized vortices that could exert friction between the two fluids. The normal fluid sticks to the plates, while the superfluid slips freely. The mean free paths of the thermal excitations are much shorter than $d$, so that a viscosity has meaning.

The algebra uses atomic units, $\hbar=m_e=e=1$, with temperature in kelvin and $k_B$ kept explicit. Entropy is then in hartree per kelvin. Equation (1) contains no unit-dependent constant and has the same form in SI units.

## The driving pressure

Let $f(\rho,T)$ be the free energy per unit volume and $\mu$ the chemical potential per unit mass. Then

$$df=-\rho s\,dT+\mu\,d\rho,\qquad p=\rho\mu-f. \tag{2}$$

Differentiating the second relation and inserting the first gives

$$dp=\rho\,d\mu+\mu\,d\rho-df=\rho\,d\mu+\rho s\,dT. \tag{3}$$

The linear two-fluid equation for the superfluid is $\partial v_s/\partial t=-\nabla\mu$: a gradient of $\mu$ accelerates it, and no viscous force opposes it. In a steady state $\nabla\mu=0$, and (3) becomes

$$p'=\rho s\,T'. \tag{4}$$

The pressure is higher at the hot end. This is the fountain effect.

Equation (4) was tested on a dimensionless model liquid with $f=(\rho-1)^2/2+\rho-0.3\,T^4/\rho^6$. At $\rho=1$ and $T=0.4$, the slope of the pressure along a path of constant $\mu$, divided by the entropy density, came out as 1.00003; the excess over 1 comes from the finite-difference step and vanishes as the step is reduced.

## The velocity profile

The total momentum obeys $\partial\mathbf j/\partial t=-\nabla p+\eta\nabla^2\mathbf v_n$, where $\mathbf j=\rho_n\mathbf v_n+\rho_s\mathbf v_s$ is the mass flux. Far from the ends the velocities point along $x$ and, to first order, do not change with $x$. Terms containing the divergence of the velocity, including those with bulk viscosities, then drop out.

The $y$ component of the momentum equation gives $\partial p/\partial y=0$. Since $\mu$ is also uniform, (3) shows that $T$ does not vary across the gap. The $x$ component is

$$\eta\,\frac{d^2v_n}{dy^2}=p'. \tag{5}$$

Its right side does not depend on $y$. Two integrations give $v_n=p'y^2/(2\eta)+C_1y+C_2$. The condition $v_n(0)=0$ gives $C_2=0$, and $v_n(d)=0$ gives $C_1=-p'd/(2\eta)$. Therefore

$$v_n(y)=-\frac{p'}{2\eta}\,y(d-y). \tag{6}$$

Because $p'<0$, the normal fluid moves towards the cold end. The average of $y(d-y)$ is $d^2/2-d^2/3=d^2/6$, so

$$\langle v_n\rangle=-\frac{d^2}{12\eta}\,p'. \tag{7}$$

The largest value, at $y=d/2$, is $-p'd^2/(8\eta)=\tfrac32\langle v_n\rangle$.

The superfluid velocity is free of curl in the absence of vortices. As it points along $x$ and does not vary with $x$, it cannot vary with $y$ either. Zero net mass flow then requires

$$\rho_n\langle v_n\rangle+\rho_sv_s=0,\qquad v_s=-\frac{\rho_n}{\rho_s}\langle v_n\rangle. \tag{8}$$

The mass flux vanishes on average but not at each $y$: near mid-gap the liquid moves towards the cold end, and near the plates towards the hot end.

## The heat carried

Describe the normal fluid as a gas of excitations with isotropic energy $\varepsilon(\mathbf p)$, measured in the frame of the superfluid. If the gas drifts with velocity $w=v_n-v_s$ along $x$, its occupation is $n_0(\varepsilon-p_xw)$, with $n_0(\varepsilon)=1/(e^{\varepsilon/k_BT}-1)$. To first order this is $n_0-p_xw\,dn_0/d\varepsilon$. The first term carries no net energy, by symmetry. With $\int_p=\int d^3p/(2\pi)^3$ and excitation velocity $\partial\varepsilon/\partial p_x$, the energy flux is

$$Q_0=-w\int_p\varepsilon\,p_x\frac{\partial\varepsilon}{\partial p_x}\frac{dn_0}{d\varepsilon}
=-w\int_p\varepsilon\,p_x\frac{\partial n_0}{\partial p_x}. \tag{9}$$

Integration by parts, with $n_0$ vanishing at large momentum, gives

$$Q_0=w\int_p n_0\left(\varepsilon+p_x\frac{\partial\varepsilon}{\partial p_x}\right). \tag{10}$$

The entropy density $S$ follows from $TS=E-F$, where $E=\int_p\varepsilon n_0$ is the energy of the gas and $F=k_BT\int_p\ln(1-e^{-\varepsilon/k_BT})$ its free energy. The derivative of the logarithm with respect to $p_x$ is $n_0(\partial\varepsilon/\partial p_x)/(k_BT)$. Integrating $F$ by parts therefore gives

$$-F=\int_p n_0\,p_x\frac{\partial\varepsilon}{\partial p_x},
\qquad Q_0=TSw. \tag{11}$$

The shape of the spectrum has dropped out. As a test, take the dimensionless spectrum $\varepsilon=p\,[0.15+0.25(p-2)^2]$, which has a roton-like minimum, with $k_BT=0.2$ and drift $10^{-4}$. Direct integration gave $Q_0/(TSw)=1.0000003$; the excess over 1 scales as the square of the drift.

The superfluid background carries no entropy, so $S=\rho s$. For excitations that interact strongly, the same law is the two-fluid postulate that entropy moves with $v_n$.

To return to the laboratory, note that the excitation energies are counted relative to $\mu$ times the mass. In the superfluid frame the mass flux $\rho_nw$ therefore adds $\mu\rho_nw$. Moving the whole liquid at $v_s$ adds, to first order, its enthalpy density $\rho\mu+\rho sT$ times $v_s$. The sum is

$$Q=\mu(\rho_nw+\rho v_s)+\rho sT(w+v_s)=\mu j+\rho sT\,v_n, \tag{12}$$

because $\rho_nw+\rho v_s=\rho_nv_n+\rho_sv_s=j$. Since $\mu$ is uniform and $\langle j\rangle=0$, the first term averages to zero. The mean heat flux is

$$q=\rho sT\langle v_n\rangle. \tag{13}$$

Inserting (7) and then (4),

$$q=-\rho sT\,\frac{d^2}{12\eta}\,\rho s\,T'=-k_{\rm eff}T', \tag{14}$$

with $k_{\rm eff}$ given by (1). The normal fraction does not appear explicitly. It fixes the return speed of the superfluid, but that motion carries no entropy.

## The same result from dissipation

In a steady state $q$ is the same at every $x$, while the entropy flux $q/T$ grows towards the cold end. The entropy produced per unit volume is $(q/T)'=-qT'/T^2$. Its source is viscous heating, $\eta\langle(dv_n/dy)^2\rangle$, divided by $T$. From (6), $dv_n/dy=-p'(d-2y)/(2\eta)$, and the average of $(d-2y)^2$ is $d^2/3$. Hence

$$-\frac{qT'}{T}=\eta\,\frac{p'^2}{4\eta^2}\,\frac{d^2}{3}
=\frac{(\rho sT')^2d^2}{12\eta}. \tag{15}$$

Solving for $q$ gives (14) again. The thermal resistance of the slit is thus entirely viscous, although no net mass flows.

## Scaling

At fixed temperature $k_{\rm eff}$ grows as $d^2$, so it belongs to the slit and not to the liquid alone. The heat carried per unit breadth grows as $d^3$ at a fixed gradient. A smaller viscosity raises $k_{\rm eff}$, as the normal fluid then moves faster under the same pressure.

If $s\propto T^n$ near the working temperature while $\rho$ and $\eta$ are held fixed, then $k_{\rm eff}\propto T^m$ with $m=2n+1$. For a finite drop $\Delta T$ about a mean temperature $T_0$, constant flux gives $qL=\int k_{\rm eff}\,dT$. Put $T=T_0(1+u)$, with $u$ between $\pm\Delta T/(2T_0)$. In the expansion of $(1+u)^m$ the linear term averages to zero, and $\langle u^2\rangle=(\Delta T/T_0)^2/12$. The mean conductivity is

$$\overline{k}=k_{\rm eff}(T_0)\left[1+\frac{m(m-1)}{24}\left(\frac{\Delta T}{T_0}\right)^2+\cdots\right]. \tag{16}$$

## Slip at the plates and finite breadth

When the mean free path is not negligible, the normal fluid slips. Let $v_n=b\,dv_n/dy$ at $y=0$ and $v_n=-b\,dv_n/dy$ at $y=d$, where $b$ is the slip length. Adding a constant to (6) still solves (5). The slope at $y=0$ is $-p'd/(2\eta)$, so the constant must be $-p'bd/(2\eta)$. The mean of $y(d-y)+bd$ is $d^2/6+bd$, which gives

$$k_{\rm slip}=k_{\rm eff}\left(1+\frac{6b}{d}\right). \tag{17}$$

Slip raises the conductivity. When the mean free path approaches $d$, the hydrodynamic description itself fails.

For finite breadth, side walls stand at $z=\pm W/2$ and the normal fluid must stop there too. Write $G=-p'/\eta$. On $0<y<d$ the profile (6) has the sine series $\tfrac12Gy(d-y)=\sum 4Gd^2\sin(n\pi y/d)/(n\pi)^3$ over odd integers $n$. Subtracting from each term the same term times $\cosh(n\pi z/d)/\cosh(n\pi W/2d)$ makes the velocity vanish at the side walls. The subtracted part has zero Laplacian, so the flow equation still holds.

The average of the sine over $y$ is $2/(n\pi)$, and that of the ratio of hyperbolic cosines over $z$ is $(2d/n\pi W)\tanh(n\pi W/2d)$. Dividing the lost mean velocity by $Gd^2/12$ gives

$$\frac{k_W}{k_{\rm eff}}=1-\frac{192\,d}{\pi^5W}\sum_{n\ \rm odd}\frac{\tanh(n\pi W/2d)}{n^5}
\simeq1-0.630\,\frac dW. \tag{18}$$

The last form holds for $W\gg d$. For $W=4d$ the series gives 0.8424, and a direct solution on a grid of spacing $d/50$ gave 0.8420.

## Where laminar flow ends

Quantized vortices can destroy the free motion of the superfluid. Consider two opposite vortex lines of circulation $\kappa=2\pi/m_4$, where $m_4$ is the helium atomic mass. At separation $r$ the pair moves at $\kappa/(2\pi r)$, and its impulse per unit length is $\rho_s\kappa r$. Energy increases with impulse at a rate equal to the velocity, so separating the lines from the core size $a$ to $d$ costs

$$E=\int_a^d\frac{\kappa}{2\pi r}\,\rho_s\kappa\,dr
=\frac{\rho_s\kappa^2}{2\pi}\ln\frac da. \tag{19}$$

In a relative flow $w$ the cost is reduced by $w$ times the impulse, $\rho_s\kappa d$. The pair becomes favourable above

$$v_c=\frac{\kappa}{2\pi d}\ln\frac da. \tag{20}$$

This is an order-of-magnitude guide, not a threshold. It caps the separation at $d$ and ignores the plates. Image vortices lower the energy as the lines approach the plates, and lines running from plate to plate can separate up to $W$, for which the same ratio is $\kappa\ln(W/a)/(2\pi W)$, far smaller than (20). The net cost $E-w\rho_s\kappa r$ has its maximum at $r=\kappa/(2\pi w)$, so a pair that already exists at separation $d$ is past the barrier once $w>\kappa/(2\pi d)$, without the logarithm. Below (20) the vortex-free state therefore rests on energy barriers and pinning. Vortices already pinned to the walls may multiply earlier, and energy barriers may delay their creation.

Suppose a vortex tangle exerts a uniform force $F_{ns}>0$ per unit volume on the superfluid, along $v_n-v_s$. If the lines move freely, the opposite force acts on the normal fluid, so (5) for the total momentum is unchanged; lines pinned to the plates would pass force to the walls and are not covered. The superfluid equation becomes $\rho_s\mu'=F_{ns}$. With $\mu'=p'/\rho-sT'$ from (3) and $p'$ from (7),

$$-T'=\frac{12\eta\langle v_n\rangle}{\rho s\,d^2}+\frac{F_{ns}}{\rho_ss}. \tag{21}$$

At a given heat flux, mutual friction adds to the temperature gradient and lowers the conductivity. If the second term is nine times the first, the conductivity falls to one tenth of (1).

The laminar range also shrinks near the superfluid transition. There $\rho_s\to0$, and by (8) a given normal velocity demands an ever faster superfluid. At very low temperature the excitations become so sparse that their mean free paths reach $d$, and (1) fails for a different reason.

## A cooling slit near 1.8 K

Take $d=10000$ nm, $W=10$ mm, $L=100$ mm and $|T'|=0.005$ K/m. Rough values for the liquid are $\rho=150$ kg/m$^3$, $s=530$ J/(kg K), $\eta=1.3$ µPa s and $\rho_n/\rho=0.3$. Equation (4) gives

$$|p'|=150\times530\times0.005\approx398\ {\rm Pa/m}.$$

From (7), the mean normal speed is

$$\langle v_n\rangle=\frac{(10^{-5})^2\times397.5}{12\times1.3\times10^{-6}}
\approx2.5\times10^{-3}\ {\rm m/s},$$

or 2.5 mm/s. The superfluid returns at $(0.3/0.7)\times2.55\approx1.1$ mm/s. The heat flux (13) is $150\times530\times1.8\times0.00255\approx365$ W/m$^2$. Over the cross-section of $10^{-7}$ m$^2$ this is about 36 µW, for a temperature drop of 0.50 mK. The effective conductivity is

$$k_{\rm eff}=\frac{365}{0.005}\approx7.3\times10^4\ {\rm W/(m\,K)},$$

or about 46 eV/(ps Å K).

The largest relative speed, at mid-gap, is $1.5\times2.55+1.09\approx4.9$ mm/s. With a core size of 0.1 nm, (20) gives about 18 mm/s, which would be reached at a gradient near 0.02 K/m. The example lies below this estimate by a factor of nearly four. This does not prove the absence of vortices: the relative speed exceeds $\kappa/(2\pi d)\approx1.6$ mm/s, and for lines separated across the breadth the ratio of energy to impulse is only about 0.03 mm/s. Vortex-free flow remains an assumption of the example. The Reynolds number $\rho\langle v_n\rangle d/\eta$ is about 3.

Slip requires an estimate of the mean free path. If a disturbance of the excitation gas relaxes in a time $\tau$, a shear $dv_n/dy$ changes the occupation by $\tau v_yp_x(dv_n/dy)\,dn_0/d\varepsilon$, where $v_y$ is the excitation velocity along $y$. The resulting momentum flux gives $\eta=-\tau\int_pp_x^2v_y^2\,dn_0/d\varepsilon$. For phonons of speed $c$ the angular average of $p_x^2v_y^2$ is $p^2c^2/15$. Their normal density is $\rho_{\rm ph}=-\tfrac13\int_pp^2\,dn_0/d\varepsilon$, so $\eta=\rho_{\rm ph}c^2\tau/5$, and the path $\ell=c\tau$ is $5\eta/(\rho_{\rm ph}c)$.

For $\varepsilon=cp$ the density integral is

$$\rho_{\rm ph}=\frac{(k_BT)^4}{6\pi^2c^5}\int_0^\infty\frac{x^4e^x\,dx}{(e^x-1)^2}
=\frac{2\pi^2(k_BT)^4}{45c^5}, \tag{22}$$

since the integral over $x$ equals $4\pi^4/15$. With $c\approx240$ m/s this is 0.18 kg/m$^3$. Assigning the whole viscosity to phonons gives $\ell\approx150$ nm, and (17) with $b=\ell$ gives a correction of 9%. Since rotons supply part of the viscosity, this is a ceiling within the estimate for plates that scatter phonons diffusely. The choice $b=\ell$ is itself generous: the relaxation-time transport equation with diffuse plates gives $b\approx0.59\,\ell$, a correction near 5%. Plates smooth enough to reflect phonons like mirrors would allow more slip. For rotons, take the whole normal density $0.3\rho$ and replace $c$ by the thermal speed $\sqrt{k_BT/m_r}\approx160$ m/s, where $m_r$ is an effective mass of 0.15 helium masses. The same estimate then gives a path near 0.9 nm and a correction of about 0.05%.

The other corrections are also far below the phonon ceiling. Finite breadth removes 0.06%. With $n=5.6$ as a rough entropy exponent, the local conductivity changes by 0.3% from end to end, and (16) gives a negligible change of the mean. If heat diffuses about as fast as momentum, with diffusivity $\eta/\rho_n$, the heat capacity $\rho ns$ per unit volume gives an ordinary conductivity $\eta ns\rho/\rho_n$, roughly 0.01 W/(m K). Phonons with the ceiling path $\ell$ could conduct more: one third of their heat capacity $3\rho_{\rm ph}c^2/T$ times $c\ell$ is about 0.2 W/(m K). Even this is only a few millionths of $k_{\rm eff}$. Two walls 1 mm thick with a glass-like conductivity of 0.1 W/(m K) would carry 0.03% of the slit's heat.

These parameters describe helium II in a fine slit, with liquid properties good to one or two figures. The calculated conductivity is more than a hundred times that of copper at room temperature, roughly 400 W/(m K). This figure refers to the liquid inside the slit only; heat entering from a solid must also cross the solid–helium boundary resistance, which is not included here. In a wider channel or at a larger heat flux, the assumed absence of a vortex tangle can fail. Equation (21) sizes the effect here: a friction force of $\rho_ss|T'|\approx0.7\times398\approx280$ N/m$^3$ would double the gradient at the same heat flux and halve the conductivity. This is the force needed for that effect; the force an actual tangle exerts depends on its line density, which is not estimated here. A wider gap raises the laminar conductivity as $d^2$, but by (20) it also lowers the estimated onset speed, so (1) may be used for a wider channel only after the relative speed has been compared with $v_c$, and a speed below $v_c$ is a guide, not a guarantee. The numerical output lists the inputs and main results for the slit.

## Values computed for the example and the checks

```
MODEL TESTS (dimensionless)
pressure slope / entropy density: 1.000027
energy flux / (T S drift): 1.0000003
duct factor, aspect 4, grid: 0.8420
duct factor, aspect 4, series: 0.8424
breadth coefficient: 0.6302
INPUTS (liquid and wall properties are rough)
temperature: 1.8 K
density: 150 kg/m3
entropy: 530 J/(kg K)
viscosity: 1.3 uPa s
normal fraction: 0.3
sound speed: 240 m/s
entropy exponent: 5.6
roton mass / helium mass: 0.15
vortex core: 0.1 nm
gap: 10000 nm
breadth: 10 mm
length: 100 mm
temperature gradient size: 0.005 K/m
wall conductivity: 0.1 W/(m K)
thickness of each wall: 1 mm
RESULTS
temperature drop: 0.50 mK
pressure gradient size: 397.5 Pa/m
mean normal speed: 2.548 mm/s
superfluid speed (opposite): 1.092 mm/s
heat flux: 364.6 W/m2
heat through slit: 36.46 uW
k_eff: 7.293e+04 W/(m K)
k_eff converted: 45.52 eV/(ps angstrom K)
NEGLECTED EFFECTS (order of magnitude)
largest relative speed: 4.91 mm/s
vortex-pair speed: 18.3 mm/s
gradient at vortex-pair speed: 0.019 K/m
Reynolds number: 2.94
roton mean free path: 0.91 nm
roton slip correction: 0.055 %
phonon normal density: 0.179 kg/m3
phonon path ceiling: 151 nm
phonon slip ceiling: 9.1 %
finite-breadth loss: 0.063 %
k change end to end: 0.34 %
drift effect on mean k: 4.4e-05 %
ordinary conductivity: 0.013 W/(m K)
ordinary / k_eff: 1.8e-07
wall heat / slit heat: 2.7e-04
kinetic / fountain pressure: 1.4e-05
```
